# Do monoclinic MA and MB ferroelectric states differ in symmetry?: a numerical check

```python
# Result under test: polarizations (u,u,v) with u<v (MA) and u>v (MB) have the
# same mirror symmetry m(1-10); they differ in the range of the rotation angle.
# Under field E and stress sigma along [001], MA turns smoothly into MB, and
# u=v occurs at sigma* = -E/(2(Q11-Q12)u) with no symmetry beyond the mirror.
# Symbols: P polarization (C/m2), alpha, beta, gamma Landau coefficients (SI),
# Q11, Q12 electrostriction (m4/C2), J = sum ni^2 nj^2, K = nx^2 ny^2 nz^2.
import itertools
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize

# ---------- symmetry by enumeration of the cubic group ----------
cubic_group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        g = np.zeros((3, 3), dtype=int)
        for row in range(3):
            g[row, perm[row]] = signs[row]
        cubic_group.append(g)


def stabilizer(vector, group=cubic_group):
    return [g for g in group if np.allclose(g @ vector, vector, atol=1e-7)]


def tensor_counts(group):
    dielectric = piezo = 0.0
    for g in group:
        chi = np.trace(g)
        sym = (chi**2 + np.trace(g @ g)) / 2
        dielectric += sym / len(group)
        piezo += chi * sym / len(group)
    return round(dielectric), round(piezo)


def mirror_of(group):
    return [g for g in group if np.trace(g) == 1 and np.linalg.det(g) < 0][0]


def lattice_points_per_cell(mirror):
    vectors = [np.array(t) for t in itertools.product((-1, 0, 1), repeat=3)
               if any(t)]
    normal = min((t for t in vectors if np.array_equal(mirror @ t, -t)),
                 key=lambda t: t @ t)
    in_plane = [t for t in vectors if np.array_equal(mirror @ t, t)]
    volumes = [abs(np.linalg.det(np.array([normal, t1, t2])))
               for t1 in in_plane for t2 in in_plane]
    return round(min(x for x in volumes if x > 1e-6))


print("Cubic operations:", len(cubic_group))
examples = {"T": (0, 0, 1), "O": (1, 1, 0), "R": (1, 1, 1),
            "MA": (1, 1, 2), "MB": (2, 2, 1), "MC": (0, 1, 2)}
groups = {}
for name, direction in examples.items():
    groups[name] = stabilizer(np.array(direction))
    nd, npz = tensor_counts(groups[name])
    print(f"{name} {direction}: group order {len(groups[name])}, variants "
          f"{48 // len(groups[name])}, dielectric {nd}, piezo {npz} constants")
assert [len(groups[k]) for k in examples] == [8, 4, 6, 2, 2, 2]
rng = np.random.default_rng(3)
for u, v in rng.uniform(0.1, 1.0, (200, 2)):
    found = stabilizer(np.array([u, u, v]))
    assert len(found) == 2
    assert np.array_equal(mirror_of(found), mirror_of(groups["MA"]))
mirror_ab, mirror_c = mirror_of(groups["MA"]), mirror_of(groups["MC"])
assert np.array_equal(mirror_ab, mirror_of(groups["MB"]))
assert not any(np.array_equal(g @ mirror_ab @ g.T, mirror_c)
               for g in cubic_group)
cell_ab, cell_c = map(lattice_points_per_cell, (mirror_ab, mirror_c))
assert (cell_ab, cell_c) == (2, 1)
print(f"Lattice points per monoclinic cell: MA and MB {cell_ab}, MC {cell_c}")
border = np.degrees(np.arccos(np.array([1, 1, 1]) @ [0, 0, 1] / np.sqrt(3)))
assert abs(border - np.degrees(np.arctan(np.sqrt(2)))) < 1e-10
print(f"MA/MB border angle from [001]: {border:.3f} deg")


# ---------- the two signs of one tilt away from [111] ----------
def invariants(n):
    x, y, z = np.asarray(n)**2
    return x*y + y*z + z*x, x*y*z


axis111 = np.array([1, 1, 1]) / np.sqrt(3)
toward_001 = np.array([-1, -1, 2]) / np.sqrt(6)
across = np.array([1, -1, 0]) / np.sqrt(2)


def tilted(q, phi):
    side = np.cos(phi)*toward_001 + np.sin(phi)*across
    return np.cos(q)*axis111 + np.sin(q)*side


q = 0.01
for phi in (0.0, 0.3, 0.9, 2.0):
    j_plus = invariants(tilted(q, phi))[0]
    j_minus = invariants(tilted(q, phi + np.pi))[0]
    odd = (j_plus - j_minus) / (2*q**3)
    even = ((j_plus + j_minus)/2 - 1/3) / q**2
    assert abs(odd + np.sqrt(2)/3*np.cos(3*phi)) < 1e-3
    assert abs(even + 2/3) < 1e-3
q5 = np.radians(5)
rise_a = 1/3 - invariants(tilted(q5, 0))[0]
rise_b = 1/3 - invariants(tilted(q5, np.pi))[0]
print(f"Drop of J for 5 deg tilt: to MA {rise_a:.6f}, to MB {rise_b:.6f}")


# ---------- spontaneous MA and MB in an eighth-order energy ----------
def anisotropy(n, a, b, c):
    j, k = invariants(n)
    return a*j + b*k + c*j*j


def unit(angles):
    t, f = angles
    return np.array([np.sin(t)*np.cos(f), np.sin(t)*np.sin(f), np.cos(t)])


def in_mirror(s):
    return np.sqrt([s, s, 1 - 2*s])


def second_difference(func, x, h=1e-3):
    return (func(x + h) - 2*func(x) + func(x - h)) / h**2


for name, s, b in (("MA", 0.15, -1.0), ("MB", 0.45, 1.0)):
    threshold = abs(b) / (4*abs(1 - 3*s))
    for c in (2.0, 0.5*threshold, 0.0):
        a = -b*s - 2*c*(2*s - 3*s*s)
        numeric_in = second_difference(
            lambda x: anisotropy(in_mirror(x), a, b, c), s)
        formula_in = (2 - 6*s)*b + 2*c*(2 - 6*s)**2
        theta = np.arccos(np.sqrt(1 - 2*s))
        numeric_out = second_difference(
            lambda f: anisotropy(unit((theta, f)), a, b, c), np.pi/4)
        formula_out = 8*s*s*b*(3*s - 1)
        assert abs(numeric_in - formula_in) < 1e-4
        assert abs(numeric_out - formula_out) < 1e-4
        assert formula_out > 0 and (numeric_in > 0) == (c > threshold)
        if c == 2.0:
            grid = [(t, f) for t in np.linspace(0, np.pi/2, 61)
                    for f in np.linspace(0, np.pi/2, 61)]
            start = min(grid, key=lambda p: anisotropy(unit(p), a, b, c))
            best = minimize(lambda p: anisotropy(unit(p), a, b, c), start,
                            method="Nelder-Mead",
                            options={"xatol": 1e-9, "fatol": 1e-15})
            assert np.allclose(np.sort(np.abs(unit(best.x))),
                               np.sort(in_mirror(s)), atol=1e-4)
            print(f"Spontaneous {name}: a={a:.4f} b={b:.1f} c={c:.1f} "
                  f"(c must exceed {threshold:.4f})")
            print(f"  s={s:.2f}, angle {np.degrees(theta):.2f} deg, curvatures "
                  f"in {numeric_in:.4f} out {numeric_out:.4f}, w={best.fun:.6f}"
                  f", w(R)={anisotropy(axis111, a, b, c):.6f}")

# ---------- loaded crystal, rough PMN-PT regime ----------
alpha, beta, gamma = -5.0e7, 2.0e8, -1.2e8
Q11, Q12, field = 0.06, -0.025, 1.0e6
dQ = Q11 - Q12
X = sp.symbols("x y z")
A, S, C6, EX, EY, EZ = sp.symbols("A S C6 EX EY EZ")
x, y, z = X
norm2 = x**2 + y**2 + z**2
G = (A*norm2 + beta*norm2**2 + gamma*(x**2*y**2 + y**2*z**2 + z**2*x**2)
     + C6*x**2*y**2*z**2 - EX*x - EY*y - EZ*z
     - S*(Q11*z**2 + Q12*(x**2 + y**2)))
arguments = (x, y, z, A, S, C6, EX, EY, EZ)
energy_f = sp.lambdify(arguments, G, "numpy")
gradient_f = sp.lambdify(arguments, [sp.diff(G, t) for t in X], "numpy")
hessian_f = sp.lambdify(arguments, sp.hessian(G, X).tolist(), "numpy")
u_free = np.sqrt(-alpha / (6*beta + 2*gamma))


def loads(sigma, E=(0, 0, field), a=alpha, c6=0.0):
    return (a, sigma, c6, *E)


def equilibrium(par):
    p = np.full(3, u_free)
    for _ in range(100):
        step = np.linalg.solve(np.array(hessian_f(*p, *par), float),
                               np.array(gradient_f(*p, *par), float))
        p = p - step
        if np.max(np.abs(step)) < 1e-13:
            break
    assert np.max(np.abs(step)) < 1e-11
    h = np.array(hessian_f(*p, *par), float)
    assert np.linalg.eigvalsh(h)[0] > 0
    return p, h


def permittivity_33(h):
    return 1 + np.linalg.inv(h)[2, 2] / epsilon_0


def crossing_stress(**kw):
    def gap(sigma):
        p, _ = equilibrium(loads(sigma, **kw))
        return p[2] - p[0]
    return brentq(gap, -35e6, 0.0, xtol=1e-3)


def crossing_formula(a=alpha):
    roots = np.roots([6*beta + 2*gamma, 0, a, field*Q12/(2*dQ)])
    u = max(r.real for r in roots if abs(r.imag) < 1e-9)
    return -field/(2*dQ*u), u


p0, h0 = equilibrium(loads(0.0, E=(0, 0, 0)))
k_in, k_out = toward_001 @ h0 @ toward_001, across @ h0 @ across
k_long = axis111 @ h0 @ axis111
assert abs(k_in/k_out - 1) < 1e-9
print(f"alpha={alpha:.2e} J m/C2, beta={beta:.2e}, gamma={gamma:.2e} J m5/C4")
print(f"Q11={Q11} m4/C2, Q12={Q12} m4/C2, field {field/1e5:.1f} kV/cm")
print(f"No loads: P={100*np.linalg.norm(p0):.2f} uC/cm2, permittivity across P "
      f"{1 + 1/(epsilon_0*k_in):.0f}, along P {1 + 1/(epsilon_0*k_long):.0f}")

sigma_star = crossing_stress()
sigma_formula, u_star = crossing_formula()
assert abs(sigma_star/sigma_formula - 1) < 1e-7
zz = np.diag([0, 0, 1])
load_group = [g for g in stabilizer(np.array([0, 0, 1]))
              if np.array_equal(g @ zz @ g.T, zz)]
assert len(load_group) == 8
print("Stress MPa | u, v uC/cm2 | angle deg | eps33 | min stiffness MV m/C")
for sigma in (0.0, -10e6, -20e6, sigma_star, -30e6, -40e6):
    par = loads(sigma)
    p, h = equilibrium(par)
    kept = stabilizer(p, load_group)
    assert len(kept) == 2 and np.array_equal(mirror_of(kept), mirror_ab)
    lowest = min(minimize(lambda t: energy_f(*t, *par)/1e6,
                          rng.uniform(-0.4, 0.4, 3), method="BFGS",
                          jac=lambda t: np.array(gradient_f(*t, *par))/1e6).fun
                 for _ in range(20))
    assert abs(lowest - energy_f(*p, *par)/1e6) < 1e-6
    label = "u=v" if abs(p[0]-p[2]) < 1e-7 else "MA" if p[0] < p[2] else "MB"
    angle = np.degrees(np.arctan2(np.hypot(p[0], p[1]), p[2]))
    print(f"{sigma/1e6:7.2f} | {100*p[0]:.3f}, {100*p[2]:.3f} | {angle:.2f} | "
          f"{permittivity_33(h):.0f} | {np.linalg.eigvalsh(h)[0]/1e6:.2f} {label}")
path_min = min(np.linalg.eigvalsh(equilibrium(loads(t))[1])[0]
               for t in np.linspace(0, -40e6, 201))
assert path_min > 0
print(f"Smallest stiffness on the whole path: {path_min/1e6:.2f} MV m/C")

p_star, h_star = equilibrium(loads(sigma_star))
split = toward_001 @ h_star @ toward_001 - across @ h_star @ across
assert abs(split/(2*field/(3*u_star)) - 1) < 1e-6
step = 1e4
eps = [permittivity_33(equilibrium(loads(sigma_star + d))[1])
       for d in (-step, 0, step)]
assert abs((eps[2] - eps[1])/(eps[1] - eps[0]) - 1) < 0.01
print(f"Crossing: minimized {sigma_star/1e6:.4f} MPa, formula "
      f"{sigma_formula/1e6:.4f} MPa, u={100*u_star:.3f} uC/cm2")
print(f"At crossing: order of P stabilizer alone {len(stabilizer(p_star))}, "
      f"with loads {len(stabilizer(p_star, load_group))}")
print(f"Transverse stiffness at crossing: [11-2] "
      f"{toward_001 @ h_star @ toward_001/1e6:.3f}, [1-10] "
      f"{across @ h_star @ across/1e6:.3f}, split {split/1e6:.3f} MV m/C")

# ---------- sizes of neglected effects ----------
tilt = np.radians(1)
E_off = field*(np.cos(tilt)*np.array([0, 0, 1]) + np.sin(tilt)*across)
p_off, _ = equilibrium(loads(sigma_star, E=tuple(E_off)))
leave = np.degrees(np.arcsin(abs(p_off @ across)/np.linalg.norm(p_off)))
print(f"1 deg field misalignment turns P out of the mirror by {leave:.3f} deg")
curie_constant = 2e5  # K, rough typical value
alpha_warm = alpha + 10/(2*epsilon_0*curie_constant)
sigma_warm = crossing_stress(a=alpha_warm)
assert abs(sigma_warm/crossing_formula(alpha_warm)[0] - 1) < 1e-7
print(f"10 K warmer (rough Curie constant {curie_constant:.0e} K): crossing "
      f"{sigma_warm/1e6:.2f} MPa")
c6 = 0.1*3*abs(gamma)/u_free**2
print(f"Sixth-order term at 10 % of quartic anisotropy: crossing "
      f"{crossing_stress(c6=c6)/1e6:.2f} MPa")
par = loads(sigma_star)
g_star = energy_f(*p_star, *par)
g_t = minimize(lambda t: energy_f(0, 0, t[0], *par)/1e6, [0.35],
               method="Nelder-Mead").fun*1e6
g_c = minimize(lambda t: energy_f(0, t[0], t[1], *par)/1e6, [0.27, 0.27],
               method="Nelder-Mead").fun*1e6
assert g_t > g_star and g_c > g_star
print(f"Energy above the state at crossing: (0,0,v) {(g_t-g_star)/1e3:.1f}, "
      f"(0,u,v) {(g_c-g_star)/1e3:.1f} kJ/m3")
breakdown = 4e6  # V/m, rough value for a bulk crystal
print(f"Field / rough breakdown field ({breakdown/1e5:.0f} kV/cm): "
      f"{field/breakdown:.2f}")
print("OK")
```

It prints:

```
Cubic operations: 48
T (0, 0, 1): group order 8, variants 6, dielectric 2, piezo 3 constants
O (1, 1, 0): group order 4, variants 12, dielectric 3, piezo 5 constants
R (1, 1, 1): group order 6, variants 8, dielectric 2, piezo 4 constants
MA (1, 1, 2): group order 2, variants 24, dielectric 4, piezo 10 constants
MB (2, 2, 1): group order 2, variants 24, dielectric 4, piezo 10 constants
MC (0, 1, 2): group order 2, variants 24, dielectric 4, piezo 10 constants
Lattice points per monoclinic cell: MA and MB 2, MC 1
MA/MB border angle from [001]: 54.736 deg
Drop of J for 5 deg tilt: to MA 0.005341, to MB 0.004720
Spontaneous MA: a=-0.7800 b=-1.0 c=2.0 (c must exceed 0.4545)
  s=0.15, angle 33.21 deg, curvatures in 3.7400 out 0.0990, w=-0.088988, w(R)=-0.074815
Spontaneous MB: a=-1.6200 b=1.0 c=2.0 (c must exceed 0.7143)
  s=0.45, angle 71.57 deg, curvatures in 1.2600 out 0.5670, w=-0.282488, w(R)=-0.280741
alpha=-5.00e+07 J m/C2, beta=2.00e+08, gamma=-1.20e+08 J m5/C4
Q11=0.06 m4/C2, Q12=-0.025 m4/C2, field 10.0 kV/cm
No loads: P=39.53 uC/cm2, permittivity across P 4519, along P 566
Stress MPa | u, v uC/cm2 | angle deg | eps33 | min stiffness MV m/C
   0.00 | 21.742, 25.253 | 50.60 | 2395 | 22.69 MA
 -10.00 | 22.232, 24.379 | 52.21 | 2546 | 23.72 MA
 -20.00 | 22.707, 23.482 | 53.82 | 2714 | 24.75 MA
 -25.61 | 22.967, 22.967 | 54.74 | 2817 | 25.32 u=v
 -30.00 | 23.168, 22.560 | 55.45 | 2903 | 25.76 MB
 -40.00 | 23.615, 21.613 | 57.09 | 3114 | 26.77 MB
Smallest stiffness on the whole path: 22.69 MV m/C
Crossing: minimized -25.6117 MPa, formula -25.6117 MPa, u=22.967 uC/cm2
At crossing: order of P stabilizer alone 6, with loads 2
Transverse stiffness at crossing: [11-2] 28.223, [1-10] 25.320, split 2.903 MV m/C
1 deg field misalignment turns P out of the mirror by 0.099 deg
10 K warmer (rough Curie constant 2e+05 K): crossing -26.35 MPa
Sixth-order term at 10 % of quartic anisotropy: crossing -26.07 MPa
Energy above the state at crossing: (0,0,v) 835.3, (0,u,v) 239.5 kJ/m3
Field / rough breakdown field (40 kV/cm): 0.25
OK
```
